# Detailed balance for alloy Monte Carlo: species flips and atom swaps: test program

```python
# RESULT UNDER TEST
# Metropolis species flips obey detailed balance for
#   pi(x) proportional to exp(-(E(x) - dmu*N_B(x))/kT),
# and Metropolis swaps obey it for exp(-E(x)/kT) at fixed N_B.
# Lattice: periodic 3x3 square; bit i of a state is 1 if site i holds B.
# E = v * (number of B-B neighbour bonds); dmu = mu_B - mu_A.
# kT is the thermal energy. All energies are in hartree.
# Transition matrices are built from the move rules; their stationary
# vectors are compared with Boltzmann weights from full enumeration.
import numpy as np
from itertools import combinations
from scipy import constants, stats

v, dmu, kT = 0.001, 0.001, 0.001
side, n_sites, fixed_nB = 3, 9, 4
temperature = kT * constants.value("Hartree energy") / constants.k

# Lattice and complete enumeration
adjacent = np.zeros((n_sites, n_sites), dtype=int)
for r in range(side):
    for c in range(side):
        for dr, dc in ((1, 0), (0, 1)):
            i = side * r + c
            j = side * ((r + dr) % side) + (c + dc) % side
            adjacent[i, j] = adjacent[j, i] = 1
all_pairs = list(combinations(range(n_sites), 2))
bonds = [(i, j) for i, j in all_pairs if adjacent[i, j]]
mask = (adjacent * (1 << np.arange(n_sites))).sum(axis=1)
states = np.arange(2 ** n_sites)
occ = (states[:, None] >> np.arange(n_sites)) & 1
nB = occ.sum(axis=1)
bb = sum(occ[:, i] * occ[:, j] for i, j in bonds)
energy = v * bb
grand = energy - dmu * nB
pi = np.exp(-grand / kT)
Z = pi.sum()
pi /= Z


def flip_cost(state, site):
    """Local change of E - dmu*N_B when one site changes species."""
    n = (state >> site) & 1
    return (1 - 2 * n) * (v * nB[state & mask[site]] - dmu)


def swapped(state, i, j):
    differ = ((state >> i) ^ (state >> j)) & 1
    return state ^ (differ * ((1 << i) | (1 << j)))


def swap_cost(state, i, j):
    """Local change of E when the atoms on sites i and j are exchanged."""
    d = ((state >> i) & 1) - ((state >> j) & 1)
    hi, hj = nB[state & mask[i]], nB[state & mask[j]]
    return v * (d * (hj - hi) - d * d * adjacent[i, j])


def stationary(P):
    """Solve p P = p with sum(p) = 1, without using Boltzmann weights."""
    A = P.T - np.eye(len(P))
    A[-1] = 1.0
    b = np.zeros(len(P))
    b[-1] = 1.0
    return np.linalg.solve(A, b)


def asymmetry(p, P):
    flux = p[:, None] * P
    return np.abs(flux - flux.T).max()


def distance(p, q):
    return 0.5 * np.abs(p - q).sum()


for i in range(n_sites):
    exact_change = grand[states ^ (1 << i)] - grand
    assert np.allclose(flip_cost(states, i), exact_change, atol=1e-14)
for i, j in all_pairs:
    exact_change = energy[swapped(states, i, j)] - energy
    assert np.allclose(swap_cost(states, i, j), exact_change, atol=1e-14)


# Flip matrices: one kernel per site, then a uniformly random site
def site_kernels(thermal):
    kernels = []
    for i in range(n_sites):
        a = np.exp(-np.maximum(flip_cost(states, i), 0) / thermal)
        K = np.diag(1 - a)
        K[states, states ^ (1 << i)] = a
        kernels.append(K)
    return kernels


kernels = site_kernels(kT)
P_flip = sum(kernels) / n_sites
p_flip = stationary(P_flip)
flip_asym = asymmetry(pi, P_flip)
assert flip_asym < 1e-15
assert np.abs(p_flip - pi).max() < 1e-12
assert np.linalg.matrix_power(P_flip, 2 * n_sites).min() > 0
root = np.sqrt(pi)
sym = root[:, None] * P_flip / root[None, :]
eig = np.linalg.eigvalsh((sym + sym.T) / 2)
assert abs(eig[-1] - 1) < 1e-12 and eig[-2] < 1 - 1e-6
assert eig[0] > -1 + 1e-6
# If every flip is accepted the chain has period two.
always = np.linalg.eigvalsh(sum(site_kernels(np.inf)) / n_sites)
assert abs(always[0] + 1) < 1e-12

# Fixed visiting order: stationary but not reversible
sweep = np.linalg.multi_dot(kernels)
sweep_error = np.abs(pi @ sweep - pi).max()
sweep_asym = asymmetry(pi, sweep)
assert sweep_error < 1e-14 and sweep_asym > 1e-6


# Species chosen first, then one of its atoms
def species_first(corrected):
    P = np.zeros((len(states), len(states)))
    for i in range(n_sites):
        new = states ^ (1 << i)
        same = np.where(occ[:, i] == 1, nB, n_sites - nB)
        q = 0.5 / same
        ratio = q[new] / q if corrected else 1.0
        a = np.minimum(1, np.exp(-flip_cost(states, i) / kT) * ratio)
        P[states, new] = q * a
    P[states, states] = 1 - P.sum(axis=1)
    return P


multiplicity = np.bincount(nB)
pi_no_entropy = pi / multiplicity[nB]
pi_no_entropy /= pi_no_entropy.sum()
p_species = stationary(species_first(False))
assert np.abs(p_species - pi_no_entropy).max() < 1e-12
assert np.abs(stationary(species_first(True)) - pi).max() < 1e-12
assert distance(p_species, pi) > 0.01

# Canonical states and swap matrices
fixed = states[nB == fixed_nB]
index = np.full(len(states), -1)
index[fixed] = np.arange(len(fixed))
pi_c = np.exp(-energy[fixed] / kT)
pi_c /= pi_c.sum()
unlike = sum((occ[fixed, i] != occ[fixed, j]).astype(int)
             for i, j in bonds)


def swap_matrix(pairs, only_unlike=False, corrected=False):
    rows = np.arange(len(fixed))
    P = np.zeros((len(fixed), len(fixed)))
    for i, j in pairs:
        new = swapped(fixed, i, j)
        cols = index[new]
        q = np.full(len(fixed), 1 / len(pairs))
        ratio = 1.0
        if only_unlike:
            q = np.where(new != fixed, 1 / unlike, 0.0)
            if corrected:
                ratio = unlike / unlike[cols]
        a = np.minimum(1, np.exp(-swap_cost(fixed, i, j) / kT) * ratio)
        P[rows, cols] += q * a
        P[rows, rows] += q * (1 - a)
    return P


P_swap = swap_matrix(all_pairs)
P_bond = swap_matrix(bonds)
for P in (P_swap, P_bond):
    assert np.allclose(P.sum(axis=1), 1, atol=1e-13)
    assert asymmetry(pi_c, P) < 1e-15
    assert np.abs(stationary(P) - pi_c).max() < 1e-12
conditional = p_flip[fixed] / p_flip[fixed].sum()
assert np.abs(conditional - stationary(P_swap)).max() < 1e-11
p_list = stationary(swap_matrix(bonds, True, False))
pi_list = pi_c * unlike / (pi_c * unlike).sum()
assert np.abs(p_list - pi_list).max() < 1e-12
p_list_fixed = stationary(swap_matrix(bonds, True, True))
assert np.abs(p_list_fixed - pi_c).max() < 1e-12
assert distance(p_list, pi_c) > 0.01

# Independent walkers performing the actual algorithms
rng = np.random.default_rng(2718)
walkers, burn, window, swap_steps = 100000, 300, 100, 200
state = np.zeros(walkers, dtype=int)
total = np.zeros(walkers)
for step in range(burn + window):
    site = rng.integers(n_sites, size=walkers)
    a = np.exp(-np.maximum(flip_cost(state, site), 0) / kT)
    accept = rng.random(walkers) < a
    state = np.where(accept, state ^ (1 << site), state)
    if step >= burn:
        total += nB[state]
flip_counts = np.bincount(state, minlength=len(states))
averages = total / window

state = np.full(walkers, fixed[0])
for step in range(swap_steps):
    i = rng.integers(n_sites, size=walkers)
    j = (i + rng.integers(1, n_sites, size=walkers)) % n_sites
    a = np.exp(-np.maximum(swap_cost(state, i, j), 0) / kT)
    accept = rng.random(walkers) < a
    state = np.where(accept, swapped(state, i, j), state)
swap_counts = np.bincount(index[state], minlength=len(fixed))


def chi_square(counts, probability):
    """Chi-square statistic; states expected under 5 times are pooled."""
    expected = counts.sum() * probability
    common = expected >= 5
    o, e = counts[common], expected[common]
    if not common.all():
        o = np.append(o, counts[~common].sum())
        e = np.append(e, expected[~common].sum())
    value = ((o - e) ** 2 / e).sum()
    return value, len(e) - 1, stats.chi2.sf(value, len(e) - 1)


# Exact relaxation from the starting states used by the walkers
start = np.zeros(len(states))
start[0] = 1
tv = {t: distance(start @ np.linalg.matrix_power(P_flip, t), pi)
      for t in (0, 10, 50, 100, burn)}
start_c = np.zeros(len(fixed))
start_c[0] = 1
tv_swap = distance(start_c @ np.linalg.matrix_power(P_swap, swap_steps),
                   pi_c)
assert tv[burn] < 1e-4 and tv_swap < 1e-4

chi_f, chi_s = chi_square(flip_counts, pi), chi_square(swap_counts, pi_c)
assert chi_f[2] > 1e-4 and chi_s[2] > 1e-4
bad_f = chi_square(flip_counts, p_species)
bad_s = chi_square(swap_counts, p_list)
assert bad_f[2] < 1e-10 and bad_s[2] < 1e-10

# Variance of a time average, including correlations between steps
mean_nB = pi @ nB
f = nB - mean_nB
C, moved = [], f.copy()
for k in range(window):
    C.append(pi @ (f * moved))
    moved = P_flip @ moved
variance = (C[0] + 2 * sum((1 - k / window) * C[k]
                           for k in range(1, window))) / window
sample_variance = averages.var(ddof=1)
# Sampling error of this variance is about half a percent.
assert abs(sample_variance / variance - 1) < 0.03
assert abs(averages.mean() - mean_nB) < 4.5 * np.sqrt(variance / walkers)

# Printed worked example
print(f"v = {v:.4f}, dmu = {dmu:.4f}, kT = {kT:.4f} hartree")
print(f"temperature = {temperature:.2f} K")
print(f"sites {n_sites}, bonds {len(bonds)}, states {len(states)}")
print(f"canonical N_B = {fixed_nB}, states {len(fixed)}")
print(f"partition sum Z = {Z:.4f} (dimensionless)")
x, y = (1 << 1) | (1 << 3), (1 << 0) | (1 << 1) | (1 << 3)
print("Flip: B on sites 1,3 -> B on sites 0,1,3 (row-major from 0)")
print(f" change of E-dmu*N_B = {grand[y]-grand[x]:.4f} hartree")
print(f" pi(x) = {pi[x]:.6e}, pi(y) = {pi[y]:.6e}")
print(f" P(x->y) = {P_flip[x,y]:.6f}, P(y->x) = {P_flip[y,x]:.6f}")
print(f" fluxes = {pi[x]*P_flip[x,y]:.6e}, {pi[y]*P_flip[y,x]:.6e}")
x, y = [sum(1 << s for s in b) for b in ((0, 1, 4, 8), (0, 1, 4, 5))]
dE = energy[y] - energy[x]
x, y = index[x], index[y]
print("Swap: B on sites 0,1,4,8 -> B on sites 0,1,4,5")
print(f" change of E = {dE:.4f} hartree")
print(f" pi_c(x) = {pi_c[x]:.6e}, pi_c(y) = {pi_c[y]:.6e}")
print(f" P(x->y) = {P_swap[x,y]:.6f}, P(y->x) = {P_swap[y,x]:.6f}")
print(f" fluxes = {pi_c[x]*P_swap[x,y]:.6e}, "
      f"{pi_c[y]*P_swap[y,x]:.6e}")
print(f" unlike bonds U(x) = {unlike[x]}, U(y) = {unlike[y]}")
print(f"largest flux mismatch, flips = {flip_asym:.1e}")
print(f"largest flux mismatch, swaps = {asymmetry(pi_c, P_swap):.1e}")
print(f"ordered sweep: stationarity error = {sweep_error:.1e}")
print(f"ordered sweep: largest flux mismatch = {sweep_asym:.3e}")
print(f"flip eigenvalues: second {eig[-2]:.5f}, lowest {eig[0]:.5f}")
print(f"lowest eigenvalue if all flips accepted = {always[0]:.5f}")
print("Total variation distance from pi, flips started from all A:")
print(" " + ", ".join(f"{t} steps: {d:.2e}" for t, d in tv.items()))
print(f"same for swaps after {swap_steps} steps = {tv_swap:.2e}")
print(f"walkers = {walkers}, flip steps = {burn+window}")
print("N_B: exact, sampled, faulty species-first probability")
for k in range(n_sites + 1):
    s = nB == k
    print(f" {k}: {pi[s].sum():.6f}, {flip_counts[s].sum()/walkers:.6f},"
          f" {p_species[s].sum():.6f}")
print("B-B bonds at fixed N_B: exact, sampled, faulty unlike-list")
for k in np.unique(bb[fixed]):
    s = bb[fixed] == k
    print(f" {k} ({s.sum()} states): {pi_c[s].sum():.6f}, "
          f"{swap_counts[s].sum()/walkers:.6f}, {p_list[s].sum():.6f}")
for name, good, bad in (("flips", chi_f, bad_f), ("swaps", chi_s, bad_s)):
    print(f"{name}: chi2 = {good[0]:.1f}, dof = {good[1]}, "
          f"p = {good[2]:.3f}; faulty law chi2 = {bad[0]:.0f}")
print(f"mean N_B: exact {mean_nB:.5f}, sampled {averages.mean():.5f}, "
      f"faulty {p_species @ nB:.5f}")
print(f"variance of N_B in one state = {C[0]:.5f}")
print(f"variance of {window}-step mean: exact {variance:.5f}, "
      f"sampled {sample_variance:.5f}")
print(f"same if steps were independent = {C[0]/window:.5f}")
print("no test failed")
```

Running it gives:

```
v = 0.0010, dmu = 0.0010, kT = 0.0010 hartree
temperature = 315.78 K
sites 9, bonds 18, states 512
canonical N_B = 4, states 126
partition sum Z = 1373.6797 (dimensionless)
Flip: B on sites 1,3 -> B on sites 0,1,3 (row-major from 0)
 change of E-dmu*N_B = 0.0010 hartree
 pi(x) = 5.379024e-03, pi(y) = 1.978832e-03
 P(x->y) = 0.040875, P(y->x) = 0.111111
 fluxes = 2.198703e-04, 2.198703e-04
Swap: B on sites 0,1,4,8 -> B on sites 0,1,4,5
 change of E = 0.0010 hartree
 pi_c(x) = 1.554394e-02, pi_c(y) = 5.718296e-03
 P(x->y) = 0.010219, P(y->x) = 0.027778
 fluxes = 1.588416e-04, 1.588416e-04
 unlike bonds U(x) = 12, U(y) = 10
largest flux mismatch, flips = 2.7e-20
largest flux mismatch, swaps = 2.7e-20
ordered sweep: stationarity error = 5.2e-18
ordered sweep: largest flux mismatch = 2.940e-03
flip eigenvalues: second 0.89485, lowest -0.51586
lowest eigenvalue if all flips accepted = -1.00000
Total variation distance from pi, flips started from all A:
 0 steps: 9.99e-01, 10 steps: 2.94e-02, 50 steps: 6.80e-09, 100 steps: 3.08e-15, 300 steps: 7.40e-15
same for swaps after 200 steps = 6.15e-13
walkers = 100000, flip steps = 400
N_B: exact, sampled, faulty species-first probability
 0: 0.000728, 0.000780, 0.049757
 1: 0.017809, 0.018340, 0.135253
 2: 0.132441, 0.132060, 0.251455
 3: 0.356981, 0.356810, 0.290472
 4: 0.346053, 0.347700, 0.187720
 5: 0.127306, 0.126010, 0.069058
 6: 0.017773, 0.017410, 0.014462
 7: 0.000892, 0.000880, 0.001694
 8: 0.000016, 0.000010, 0.000123
 9: 0.000000, 0.000000, 0.000006
B-B bonds at fixed N_B: exact, sampled, faulty unlike-list
 2 (45 states): 0.699477, 0.699570, 0.748796
 3 (36 states): 0.205859, 0.205270, 0.183645
 4 (45 states): 0.094664, 0.095160, 0.067559
flips: chi2 = 409.1, dof = 460, p = 0.957; faulty law chi2 = 41163
swaps: chi2 = 115.3, dof = 125, p = 0.721; faulty law chi2 = 1844
mean N_B: exact 3.48739, sampled 3.48610, faulty 2.70542
variance of N_B in one state = 1.00260
variance of 100-step mean: exact 0.05168, sampled 0.05221
same if steps were independent = 0.01003
no test failed
```
